# The Impact-Ionisation Threshold for Parabolic Bands of Equal Mass, part 1

(Sections cited here and not found follow in the second part.)

## The threshold for equal masses

### Why the gap alone is the wrong threshold

Suppose that the gap itself is taken as the energy an electron needs to create an electron–hole pair. In a semiconductor with a gap of 1 eV, an electron with 1.2 eV of kinetic energy would then be counted as able to ionise. If the bands are parabolic with equal masses and a direct gap, and neither a phonon nor a reciprocal-lattice vector enters the momentum balance, it cannot do so: after paying for the gap it has 0.2 eV left, while the three particles that must carry its momentum need at least 0.4 eV.

The mistake passes directly into the description of an avalanche detector. Let an electron start at rest at the conduction-band edge in a uniform field of magnitude \(F\). Over a distance \(x\) along the electric force the field does work \(eFx\), where \(e\) is the elementary charge. If the electron absorbs no energy from the lattice, it cannot ionise before

\[
x_{\min}=\frac{E_{\rm th}}{eF},
\tag{1}
\]

where \(E_{\rm th}\) is the threshold kinetic energy. In the equal-mass parabolic model treated below, the threshold is \(3/2\) of the gap, and putting the gap in its place makes this distance too short by one third of its correct value. Multiplication by this direct collision would be predicted in a region where the collision cannot yet occur.

The missing ingredient is momentum. A fast electron carries crystal momentum, and this momentum must still be present after the collision. Particles that carry momentum have kinetic energy, so some of the initial energy is not available for crossing the gap.

### Bands and assumptions

Let the top of the valence band be the zero of energy, and let \(E_g>0\) be the gap. Both band extrema lie at \(\mathbf k=0\), and both bands are isotropic and parabolic with the same positive effective mass \(m\):

\[
E_c(\mathbf k)=E_g+a k^2,\qquad
E_v(\mathbf k)=-a k^2,\qquad
a=\frac{\hbar^2}{2m}.
\tag{2}
\]

Here \(k=|\mathbf k|\). The minus sign in \(E_v\) says that a valence electron has less energy the farther its state lies from the band top.

Initially there is one electron in the conduction band, at wavevector \(\mathbf k\), and the valence band is full. The electron collides with a valence electron at \(\mathbf k_v\). Afterwards both electrons are in the conduction band, at \(\mathbf k_1\) and \(\mathbf k_2\), and the valence state \(\mathbf k_v\) is empty. The final conduction states are taken to be unoccupied beforehand. No phonon takes part, and no reciprocal-lattice vector enters the momentum balance. The parabolas are assumed to describe all four states. For light carriers this is a strong assumption, because at kinetic energies comparable with the gap a real band usually rises more slowly than its parabola. The section on bands that are not parabolic shows how much the threshold can then change.

The kinetic energy of the initiating electron is measured from the conduction-band edge:

\[
E=E_c(\mathbf k)-E_g=ak^2 .
\tag{3}
\]

This choice of origin matters when thresholds are compared. The same electron lies at \(E+E_g\) above the valence-band top, so a threshold of \(3E_g/2\) in the present convention corresponds to \(5E_g/2\) above the valence band.

### Conservation laws in terms of the hole

Two electrons enter the collision and two leave it. Conservation of crystal momentum, divided by \(\hbar\), and conservation of energy read

\[
\mathbf k+\mathbf k_v=\mathbf k_1+\mathbf k_2,
\tag{4}
\]

\[
E_c(\mathbf k)+E_v(\mathbf k_v)=E_c(\mathbf k_1)+E_c(\mathbf k_2).
\tag{5}
\]

It is convenient to describe the empty valence state as a hole. In a full band the wavevectors \(\mathbf k\) and \(-\mathbf k\) occur in pairs, so their sum is zero. Removing the electron at \(\mathbf k_v\) leaves a total of \(-\mathbf k_v\). The hole therefore has wavevector

\[
\mathbf k_3=-\mathbf k_v .
\tag{6}
\]

Moving \(\mathbf k_v\) to the right of (4) and using (6) gives

\[
\mathbf k=\mathbf k_1+\mathbf k_2-\mathbf k_v
=\mathbf k_1+\mathbf k_2+\mathbf k_3 .
\tag{7}
\]

The momentum of the initial electron is shared among two electrons and one hole.

For the energy, insert the bands (2) into (5):

\[
E_g+ak^2-ak_v^2=2E_g+ak_1^2+ak_2^2 .
\]

Subtract \(E_g\) from both sides and add \(ak_v^2\). Since \(k_v^2=k_3^2\) by (6), the result is

\[
E=ak^2=E_g+a\left(k_1^2+k_2^2+k_3^2\right).
\tag{8}
\]

The term \(ak_3^2\) is positive. It is the extra energy needed to lift an electron from below the band top, and in the hole description it is the kinetic energy of the hole. The initial kinetic energy thus pays for one gap and for the kinetic energies of three particles.

Equation (8) alone would permit \(E=E_g\), with all three final particles at rest. Equation (7) would then require \(\mathbf k=0\), which contradicts \(ak^2=E_g>0\). The threshold must therefore lie above the gap. To find it, one needs the smallest final kinetic energy compatible with a given total wavevector.

### The least kinetic energy of three particles

Some particular ways of sharing the wavevector show what is at stake. If one electron takes all of \(\mathbf k\), the final kinetic energy is \(ak^2=E\), and nothing remains for the gap. If the two electrons take \(\mathbf k/2\) each and the hole takes none, the final kinetic energy is \(2a(k/2)^2=E/2\), and (8) then requires \(E=2E_g\). If all three take \(\mathbf k/3\), it is \(3a(k/3)^2=E/3\). What has to be proved is that no other division does better than the last one.

Write the sum of squared differences as

\[
D=|\mathbf k_1-\mathbf k_2|^2+|\mathbf k_2-\mathbf k_3|^2+|\mathbf k_3-\mathbf k_1|^2 .
\]

Each \(k_i^2\) appears in two of the three terms, and each scalar product appears once with the factor \(-2\). Hence

\[
D=2\left(k_1^2+k_2^2+k_3^2\right)
-2\left(\mathbf k_1\cdot\mathbf k_2+\mathbf k_2\cdot\mathbf k_3+\mathbf k_3\cdot\mathbf k_1\right).
\tag{9}
\]

The square of the total wavevector contains the same scalar products with the opposite sign:

\[
|\mathbf k_1+\mathbf k_2+\mathbf k_3|^2
=k_1^2+k_2^2+k_3^2
+2\left(\mathbf k_1\cdot\mathbf k_2+\mathbf k_2\cdot\mathbf k_3+\mathbf k_3\cdot\mathbf k_1\right).
\tag{10}
\]

Adding (9) and (10) removes the scalar products. With (7) for the total wavevector,

\[
3\left(k_1^2+k_2^2+k_3^2\right)=k^2+D .
\tag{11}
\]

Since \(D\) is a sum of squares, it is not negative. Dividing (11) by 3 and multiplying by \(a\) gives

\[
a\left(k_1^2+k_2^2+k_3^2\right)=\frac{E}{3}+\frac{aD}{3}\ \ge\ \frac{E}{3}.
\tag{12}
\]

The first part, \(E/3\), is the price of carrying the total momentum. The second part is the energy of relative motion, which vanishes when the three wavevectors are equal.

### Necessity of the threshold

By (8), the final kinetic energy is \(E-E_g\). Inequality (12) therefore demands

\[
E-E_g\ge\frac{E}{3}.
\]

Subtracting \(E/3\) and adding \(E_g\) gives \(2E/3\ge E_g\), and multiplication by the positive number \(3/2\) gives

\[
E\ge\frac32E_g .
\tag{13}
\]

Every electron that ionises under the stated assumptions satisfies this inequality. The mass has disappeared: with equal masses it fixes the wavevector at threshold, but not the ratio of the threshold to the gap.

### Sufficiency: every higher energy is allowed

A lower bound is a threshold only if it can be reached. It must also be shown that no range of forbidden energies lies above it. Both follow from one explicit choice of final states. Let \(\mathbf q\) be a wavevector of any direction, and put

\[
\mathbf k_1=\frac{\mathbf k}{3}+\mathbf q,\qquad
\mathbf k_2=\frac{\mathbf k}{3}-\mathbf q,\qquad
\mathbf k_3=\frac{\mathbf k}{3}.
\tag{14}
\]

The sum is \(\mathbf k\), so (7) holds. In \(k_1^2+k_2^2\) the terms \(\pm2\mathbf k\cdot\mathbf q/3\) cancel, which leaves

\[
k_1^2+k_2^2+k_3^2
=2\left(\frac{k^2}{9}+q^2\right)+\frac{k^2}{9}
=\frac{k^2}{3}+2q^2 .
\]

Energy conservation (8) then becomes \(E=E_g+E/3+2aq^2\), or

\[
aq^2=\frac{E}{3}-\frac{E_g}{2}.
\tag{15}
\]

The right-hand side is non-negative when \(E\ge3E_g/2\), and a real \(q\) then exists. Together with (13), this proves that ionisation is kinematically possible if and only if \(E\ge3E_g/2\). The threshold is

\[
E_{\rm th}=\frac32E_g .
\tag{16}
\]

Nothing in the argument depends on the number of spatial dimensions. On a line, \(\mathbf q\) simply points along or against \(\mathbf k\).

### The state at threshold

At \(E=E_{\rm th}\), inequality (12) must hold as an equality, so \(D=0\). All three differences then vanish, and the final state is fixed:

\[
\mathbf k_1=\mathbf k_2=\mathbf k_3=\frac{\mathbf k}{3},\qquad
\mathbf k_v=-\frac{\mathbf k}{3}.
\tag{17}
\]

The energy left after the gap is \(3E_g/2-E_g=E_g/2\). Three equal shares give each particle a kinetic energy

\[
\frac13\cdot\frac{E_g}{2}=\frac{E_g}{6}.
\tag{18}
\]

The two electrons end in the same orbital state. By the Pauli principle they must then have opposite spins, which the two spin states at each \(\mathbf k\) allow.

The group velocity in a band is \(\hbar^{-1}\nabla_{\mathbf k}E\). For a conduction electron it is \(\hbar\mathbf k/m\). For the hole it is the velocity of the valence band at the empty state, and (2) and (6) give

\[
\mathbf v_3=\frac1\hbar\nabla_{\mathbf k}E_v\Big|_{\mathbf k_v}
=-\frac{\hbar\mathbf k_v}{m}
=\frac{\hbar\mathbf k_3}{m}.
\tag{19}
\]

The two minus signs, one from the curvature of the valence band and one from the definition of the hole wavevector, cancel. At threshold, both electrons and the hole therefore move in the same direction with one third of the initial velocity.

### A numerical example

Take the round model parameters \(E_g=1\) eV and \(m=0.1\) free-electron masses, for which \(a=0.381\ \mathrm{eV\,nm^2}\). Equation (16) gives \(E_{\rm th}=1.5\) eV. The initial wavenumber follows from (3):

\[
k=\sqrt{\frac{1.5}{0.381}}\ \mathrm{nm^{-1}}=1.984\ \mathrm{nm^{-1}} .
\]

Each final wavenumber is one third of this, \(0.661\ \mathrm{nm^{-1}}\), and each final kinetic energy is \(1/6\) eV, or 0.167 eV. In this parabolic model the speed falls from \(2.30\times10^6\) m/s for the initial electron to \(7.66\times10^5\) m/s for each final particle. A numerical minimisation of the energy balance over all final wavevectors in three dimensions, which uses (2), (4) and (5) but not the identity (11), gives the same threshold, as the numerical output shows.

For an electron with \(E=1.2\) eV, the energy left after the gap is \(1.2-1.0=0.2\) eV, whereas (12) requires at least \(1.2/3=0.4\) eV. The deficit is 0.2 eV, and no choice of directions removes it.

For \(E=1.8\) eV, equation (15) gives \(aq^2=1.8/3-1/2=0.1\) eV, and hence \(q=0.512\ \mathrm{nm^{-1}}\). Choose \(\mathbf q\) perpendicular to \(\mathbf k\). Each electron then has kinetic energy \(E/9+aq^2=0.2+0.1=0.3\) eV, and the hole has 0.2 eV. The total is 0.8 eV, which is what remains of 1.8 eV after the gap is paid.

## What the factor 3/2 depends on

### Symbols and results carried over

The gap is \(E_g\), and \(E\) is the kinetic energy of the initiating carrier, measured from its own band edge. An electron at \(\mathbf k\) produces two electrons at \(\mathbf k_1\) and \(\mathbf k_2\) and a hole at \(\mathbf k_3=-\mathbf k_v\), where \(\mathbf k_v\) is the emptied valence state. For a direct gap, momentum conservation is (7), \(\mathbf k=\mathbf k_1+\mathbf k_2+\mathbf k_3\). For equal masses, \(a=\hbar^2/2m\), the final kinetic energy is at least \(E/3\) by (12), and the threshold is \(E_{\rm th}=3E_g/2\) by (16). The assumptions behind this value are now relaxed one at a time.

### Unequal masses

Let the electron mass be \(m_e\) and the hole mass \(m_h\), with both extrema still at \(\mathbf k=0\):

\[
E_c=E_g+\frac{\hbar^2k^2}{2m_e},\qquad
E_v=-\frac{\hbar^2k^2}{2m_h}.
\tag{20}
\]

The steps that led to (8) now give

\[
E=\frac{\hbar^2k^2}{2m_e}=E_g+T,\qquad
T=\sum_{i=1}^{3}\frac{\hbar^2k_i^2}{2m_i},
\tag{21}
\]

with \(m_1=m_2=m_e\) and \(m_3=m_h\). Let \(M=2m_e+m_h\) be the sum of the three final masses. Equal wavevectors are no longer the cheapest choice, because a heavy particle carries a given momentum at a lower energy than a light one. Compare instead with a state in which each particle carries momentum in proportion to its mass:

\[
\mathbf k_i=\frac{m_i}{M}\mathbf k+\boldsymbol\delta_i .
\tag{22}
\]

Summing (22) over the particles gives \(\mathbf k+\sum_i\boldsymbol\delta_i\), so momentum conservation requires \(\sum_i\boldsymbol\delta_i=0\). Squaring (22) and dividing by \(m_i\) gives

\[
\sum_i\frac{k_i^2}{m_i}
=\frac{k^2}{M^2}\sum_i m_i
+\frac{2\mathbf k}{M}\cdot\sum_i\boldsymbol\delta_i
+\sum_i\frac{\delta_i^2}{m_i}.
\]

In the first term \(\sum_i m_i=M\), and the second term vanishes. Therefore

\[
T=\frac{\hbar^2k^2}{2M}+\sum_i\frac{\hbar^2\delta_i^2}{2m_i}
\ \ge\ \frac{\hbar^2k^2}{2M}=\frac{m_e}{M}E .
\tag{23}
\]

The last equality uses \(\hbar^2k^2=2m_eE\). Since \(T=E-E_g\), ionisation requires \(E(1-m_e/M)\ge E_g\). With \(1-m_e/M=(m_e+m_h)/M\), this becomes

\[
E\ge E_{\rm th}^{(e)}=E_g\,\frac{2m_e+m_h}{m_e+m_h}
=E_g\left(1+\frac{m_e}{m_e+m_h}\right).
\tag{24}
\]

The bound is reached, and every higher energy is allowed. To see this, take \(\boldsymbol\delta_1=\mathbf q\), \(\boldsymbol\delta_2=-\mathbf q\) and \(\boldsymbol\delta_3=0\). The relative energy in (23) is then \(\hbar^2q^2/m_e\), and it has to equal \(E(m_e+m_h)/M-E_g\). This is non-negative at and above the threshold, so a real \(q\) exists.

At threshold all \(\boldsymbol\delta_i\) vanish, and each final particle has velocity \(\hbar\mathbf k_i/m_i=\hbar\mathbf k/M\). The common velocity is thus the general feature, and the equal wavevectors of (17) are its form for equal masses. Crystal momentum is conserved in the collision, but the sum of the effective masses is not: it grows from \(m_e\) to \(M\). The same momentum carried by a larger total mass costs less energy, and the difference pays for the gap.

For \(m_e=m_h\), equation (24) returns \(3/2\). For \(m_h\gg m_e\), the threshold approaches \(E_g\), because a heavy hole can take up the momentum at almost no cost in energy. For \(m_h\ll m_e\), it approaches \(2E_g\). The hole then carries almost no momentum at threshold, and the two electrons must share it. This is the division into halves considered before (9).

For parabolic bands with both extrema at \(\mathbf k=0\), the direct collision has the threshold \(3E_g/2\) when the masses are equal, and (24) gives the electron threshold when they differ. Still to be treated are an initiating hole, a displaced conduction minimum, reciprocal-lattice vectors and phonons, bands that are not parabolic, and the gradual onset of ionisation above threshold.

All numerical values are calculated from the stated model.
